Lorentz local field at cubic sites: why the near dipoles cancel

1. The decision and the result

A calculation of the dipoles induced on the ions of a polarized crystal needs the electric field at a lattice site, whereas a Poisson solver supplies the macroscopic field E, averaged over many cells. The decision is whether to add an explicit sum over neighbouring dipoles to E, or a closed correction, or both. At a site of cubic symmetry surrounded by identical parallel dipoles, the closed correction is enough:

E_loc = E + P/(3ε0).   (1)

Here P is the dipole moment per volume and ε0 the vacuum permittivity. The dipoles in a sphere around the site contribute zero. The term P/(3ε0), the Lorentz field, comes from the dipoles outside the sphere. It is an addition to E and does not replace it.

The assumptions are these. Point dipoles p, equal in size and direction, occupy all sites of a simple cubic (sc), body-centred cubic (bcc) or face-centred cubic (fcc) lattice with lattice constant a. With N sites per volume, P = Np is uniform. The site lies at a distance of order L from the body's surface, with L much larger than a. The dipoles are prescribed, so the body may have any shape; section 7 lets them respond to the field. E_loc excludes the field of the dipole at the site itself. SI units are used.

2. The field of one dipole

Put the site at the origin and a dipole at r = (x_1, x_2, x_3), also written (x, y, z). The vector from the dipole to the site is ρ = −r, and the dipole's field there is

E = [3ρ(ρ·p)/ρ⁵ − p/ρ³]/(4πε0).

The vector ρ appears twice in the first term and through its length elsewhere, so replacing ρ by r changes nothing. In components, with summation over j,

E_i = T_ij(r) p_j/(4πε0),   T_ij(r) = (3x_i x_j − r²δ_ij)/r⁵.   (2)

The trace is T_ii = (3r² − 3r²)/r⁵ = 0. This is used in section 6.

3. Cancellation inside the sphere

Collect the n_s sites at one distance r from the origin into a shell. Since r is common to them, the field of the shell depends on the lattice through the sum

S_ij = Σ x_i x_j.

In units of a/2, site coordinates are three integers: all even for sc, all even or all odd for bcc, and with an even sum for fcc. Each rule survives a change of sign of two coordinates and a cyclic exchange of all three. These operations are rotations, so they also preserve r and map each shell onto itself. Relabelling the sites cannot change S_ij, which has three consequences.

The half-turn about z sends (x, y, z) to (−x, −y, z). It turns S_xz into −S_xz and S_yz into −S_yz, so both vanish.

The half-turn about x sends (x, y, z) to (x, −y, −z). It turns S_xy into −S_xy, so this vanishes too.

The threefold rotation about [111] permutes x, y and z cyclically, so S_xx = S_yy = S_zz. Their sum is Σ r² = n_s r², and each is therefore n_s r²/3.

Together, S_ij = (n_s r²/3)δ_ij, and the shell sum is

Σ T_ij = (3S_ij − n_s r²δ_ij)/r⁵ = (n_s r² − n_s r²)δ_ij/r⁵ = 0.   (3)

A sphere centred on the site contains complete shells, whatever its radius R. Its dipoles give zero field at the centre for every R and every direction of p. The proof uses half-turns about the cube axes and the threefold rotation; it needs neither inversion nor fourfold axes.

The same shells were summed numerically out to R = 10a, which takes in 4168 dipoles for sc, 8392 for bcc and 16756 for fcc. For p along each of the three axes, every shell sum was below 10⁻¹¹ in units of p/(4πε0a³), which is rounding error.

4. From the outer dipoles to a continuum

The outer dipoles are to be replaced by a continuous polarization, which requires a sphere large compared with a. Because (3) holds for every R, the radius may grow with the body. Set R = ηL, with η a fixed number small enough for the sphere to lie inside the body, and write r = Lu. Then T_ij(r) = T_ij(u)/L³. Each site owns a volume 1/N, which is Δ = 1/(NL³) in the scaled coordinates, so that 1/L³ = NΔ and

Σ_outer T_ij(r) = N Σ_outer T_ij(u) Δ.

This is a Riemann sum. Outside the sphere u is at least η, so T_ij(u) is bounded and smooth. Its variation across one cell is of order a/L, and the cells cut by the boundaries fill a fraction of order a/L of the scaled volume. Hence, as a/L → 0 at fixed body shape and fixed relative position of the site,

Σ_outer T_ij(r) → N ∫_outer T_ij(r) dV,   (4)

with an error of order a/L or smaller relative to N. With P = Np, the field of the outer dipoles becomes that of a body of uniform polarization P with a spherical hole.

The integral does not depend on R either. In spherical coordinates T_ij dV is an angular function times dr/r, and the angular function averages to zero: for the zz component, ∫(3cos²θ − 1) dΩ = 4π − 4π = 0. Enlarging the hole removes a spherical layer of polarization that contributes nothing.

5. From the volume to two surfaces

Let s be a point in the hole, near its centre. The potential of the outer polarization is

φ(s) = (1/4πε0) ∫ P·(s − r)/|s − r|³ dV.

Since ∇_r(1/|s − r|) = (s − r)/|s − r|³ and P is constant, the integrand equals ∇_r·(P/|s − r|). The divergence theorem gives

φ(s) = (1/4πε0) ∮ (P·n)/|s − r| dA,   (5)

where n points out of the polarized material. This is the potential of a surface charge σ = P·n on both boundaries, the outer surface and the wall of the hole. A uniform P leaves no volume charge.

The field of the outer-surface charge, plus any applied field, is the macroscopic field E at the site. The averaged body has no hole, so the wall charge is not part of E.

On the wall, n points into the hole: n = −r̂ and σ = −P·r̂. An element dA = R²dΩ at Rr̂ produces at the centre a field along −r̂, with magnitude factor 1/R². The two minus signs cancel, and so does R²:

E_wall = (1/4πε0) ∫ (−P·r̂)(−r̂) dΩ = (1/4πε0) ∫ r̂(r̂·P) dΩ.

Take the polar axis along P. The transverse components integrate to zero over the azimuth. The component along P is

E_wall = (P/4πε0) · 2π ∫ μ² dμ (μ from −1 to 1) = (P/4πε0)(4π/3) = P/(3ε0).   (6)

Adding the applied field, the outer-surface field, the wall field and the vanishing near field gives (1). Physically, the part of the wall that lies from the centre in the direction of P carries negative charge and the opposite part positive charge, so the field between them points along P.

The volume-to-surface step can be checked for a box with half-widths 2, 2 and 1, polarized along the short axis. If the box surface lies at distance b(r̂) from the centre, the radial integration gives ∫(3cos²θ − 1) ln(b/R) dΩ for the field in units of P/(4πε0). Its numerical value is −3.2296. Direct integration over the charge on the outer faces, plus 4π/3 for the wall, also gives −3.2296.

6. Sites without cubic symmetry

Steps (4) to (6) do not use the symmetry of the site. What changes at a general point is that the sphere contributes a near field, so that

E_loc,i = E_i + P_i/(3ε0) + D_ij p_j/(4πε0),   D_ij = lim Σ_{r<R} T_ij(r) as R → ∞.   (7)

The limit exists. Between R and any radius up to 2R the sum approximates the integral over a spherical layer, which is zero, with an error of order a/R relative to N. Over successive doublings these errors form a convergent geometric series. The sum is taken over spheres because the hole in (6) is a sphere. Another shape gives the same D only if its wall charge also produces P/(3ε0) at the site, as that of a centred cube does.

Being in a cubic crystal does not by itself make D vanish. Three points show the range; values of D are in units of 1/a³, and the dipoles sit on the lattice sites.

The body centre of an sc cell has the rotations used in section 3, and D = 0.

The midpoint of an sc cell edge does not. For p along the edge the near field is +30.08, and for p across it −15.04. The ratio −2 follows from T_ii = 0 and the equivalence of the two transverse directions. The two nearest dipoles, at distance a/2, alone give 2·2·8 = +32 and −2·8 = −16. The Lorentz term in the same units is 4π/3 = 4.19, about seven times smaller than the near field along the edge. For p across the edge the total correction to E is −15.04 + 4.19 = −10.85, opposite to P.

A site of an sc lattice stretched to c/a = 1.1, with p along c, has D = −1.07 at R = 30a and −1.08 at R = 40a. The first neighbours alone give a similar value, although further shells contribute with both signs: the two axial ones give 4/1.1³ = 3.01 and the four lateral ones −4, together −0.99. The Lorentz term is now 4.19/1.1 = 3.81 because the cell is larger, so the near field removes about 28% of it.

Unequal dipoles also break the cancellation. Suppose that a cube corner is surrounded by dipoles on the midpoints of the cell edges. Those on edges parallel to p act on the corner with +30.08, and each of the two other sets with −15.04, since T is even in r. Equal dipoles on all three sets cancel within the rounding of these numbers; if one set is more strongly polarized, a near field remains although the corner is a cubic site. Cubic symmetry of the site therefore does not by itself guarantee the cancellation; the proof of section 3 also uses the equality of the dipoles on all positions that the rotations exchange. Equality is sufficient but not necessary: since T is even in r, a variation of the dipoles that is odd under inversion through the site cancels as well.

7. Dipoles that respond to the field

Let each dipole be induced by its local field, p = αE_loc, with the same scalar polarizability α at every site. Take an ellipsoid in a uniform applied field, for which a uniform P produces a uniform E, and neglect the surface layers where (1) fails. Then

P = Nα[E + P/(3ε0)],
P[1 − Nα/(3ε0)] = NαE,
P = NαE/[1 − Nα/(3ε0)].   (8)

With x = Nα/(3ε0) and P = ε0(ε_r − 1)E, where ε_r is the relative permittivity, ε_r − 1 = 3x/(1 − x) and ε_r + 2 = 3/(1 − x). Dividing gives the Clausius–Mossotti relation

(ε_r − 1)/(ε_r + 2) = Nα/(3ε0).   (9)

For small x, P ≈ NαE and the local-field correction is a small fraction x of the response. At x = 1 the response to a given E diverges: this is the polarization catastrophe of the point-dipole model. The Lorentz field of a polarization P then induces that same P with no macroscopic field present.

What is held fixed matters. Along a principal axis of the ellipsoid write E = E0 − νP/ε0, where E0 is the applied field and ν the depolarization factor. Then E_loc = E0 + (1/3 − ν)P/ε0, and

P = NαE0/[1 − (1/3 − ν)Nα/ε0].   (10)

A long needle (ν → 0) diverges at x = 1. In a sphere, ν = 1/3 by the integral (6) with the sign of n reversed; the local field equals E0, and this uniform response has no divergence. In a thin plate polarized across its thickness (ν → 1) the denominator is 1 + 2x and the response is reduced. A finite uniform response does not prove stability against non-uniform polarization, which (10) does not describe.

8. Worked example

Take an sc lattice with the round parameters a = 0.400 nm and p = 1.00×10⁻³⁰ C m, and no applied field. Then

P = p/a³ = 1.00×10⁻³⁰/(6.40×10⁻²⁹) = 0.0156 C/m²,
p/(4πε0a³) = 1.404×10⁸ V/m,
P/(3ε0) = (4π/3)(1.404×10⁸) = 5.882×10⁸ V/m.

An axial neighbour gives +2.809×10⁸ V/m and a lateral one −1.404×10⁸ V/m, so a single neighbour reaches almost half the Lorentz field. The cancellation is between large terms. In units of p/(4πε0a³), the first shell gives 2(+2) + 4(−1) = 0. In the second, at r² = 2a², eight sites have z² = a² and contribute 8(3 − 2)/2^(5/2) = +1.414, while four have z = 0 and contribute −4·2/2^(5/2) = −1.414. In the third, at r² = 3a², every site has z² = r²/3 and contributes zero by itself.

Now sum all dipoles of three finite blocks at the central site, with p along the last dimension. E was computed separately, from the charge on the outer faces. Fields are in 10⁸ V/m.

Plate, 81 × 81 × 21 cells: dipole sum −7.756, E = −13.639, difference 5.882.
Cube, 41 × 41 × 41 cells: dipole sum 0.000, E = −5.882, difference 5.882.
Needle, 21 × 21 × 81 cells: dipole sum +5.174, E = −0.708, difference 5.882.

The dipole sum changes sign with the shape of the block, while its excess over E stays at P/(3ε0). The cube can be verified by hand. A charged face seen from the centre under solid angle Ω produces a field −PΩ/(4πε0) along the axis, and both faces act in the same direction. For a cube Ω = 4π/6, so E = −2P/(6ε0) = −P/(3ε0), which cancels the Lorentz field.

The result is not special to the centre. In a block of half-widths 20.5a, 20.5a and 10.5a, the sc site at (4, 3, 3)a deviates from (1) by 5.5×10⁻⁸ of the Lorentz field, all components included. With half-widths 20.25a, 20.25a and 10.25a, the deviation is 1.9×10⁻⁴ for the bcc site at (4, 3, 3)a and 7.0×10⁻⁷ for the fcc site at (4.5, 3.5, 3)a. At the centre of bcc plates of nearly constant proportions, it falls from 7.3×10⁻⁴ to 1.9×10⁻⁴ and 4.9×10⁻⁵ as the half-thickness grows from 5.25a to 10.25a and 20.25a. This is close to an inverse-square decrease, faster than the a/L guaranteed in section 4; the faster rate is a numerical finding for these blocks, not derived here. It relies on where the charged faces are placed, a/2 beyond the last layer of sites for sc and a/4 for bcc and fcc. Moving the faces by a fraction of a, with the dipoles unchanged, alters the proportions of the plate and hence E at relative order a/L, and the deviation then falls only as a/L.

If the dipoles were induced, the condition x = 1 for uniform polarization would require α = p/[P/(3ε0)] = 1.00×10⁻³⁰/(5.882×10⁸) = 1.70×10⁻³⁹ C m²/V at this lattice constant. This is not the stability limit of the sc lattice: a non-uniform pattern, in which neighbouring columns of dipoles point in opposite directions along the column axis, becomes unstable at a smaller α.

9. Beside a real crystal

A lattice constant of 0.4 nm is typical of perovskite oxides. The polarization of the example is small beside that of a strong ferroelectric such as barium titanate, roughly 0.2 to 0.3 C/m². Even so, the macroscopic field of the plate in section 8, about 1.4×10⁹ V/m, lies above the breakdown field of most oxides. The blocks there are unscreened model bodies; in a real polarized plate, electrodes, free charge or domains cancel most of the outer-surface field. In the ideal cubic perovskite the two metal sites have cubic symmetry, but the oxygen ions sit at the edge midpoints of the cell that has the smaller metal ion at its corners. The dipoles of those metal ions therefore act on oxygen with the coefficients +30.08 and −15.04 of section 6, against 4.19 for the Lorentz term. If those metal ions carried the whole polarization, a single Lorentz correction for all ions would be wrong at the oxygen sites by about 7 times its own size for p along the edge and about 3.6 times for p across it. Dipoles on the other ions change these figures. For induced dipoles, the catastrophe condition becomes that of coupled equations for the sublattices. Real ions also have extended, overlapping charge clouds, for which the point-dipole field at the nearest neighbours is itself an approximation; its error is not estimated here.

10. Rules for implementation

If E comes from a macroscopic solver and the site meets the conditions of section 1, add P/(3ε0) and no neighbour sum.

If the code sums every dipole of the finite body, add the applied field and nothing else. That sum already contains the outer-surface field and the Lorentz field, as the plate shows: −13.639 + 5.882 = −7.756 within rounding.

If the code sums the fields of dipoles inside a spherical cutoff, the result is the last term of (7), D_ij p_j/(4πε0), up to truncation error. Add both E and P/(3ε0). At a cubic site with equal dipoles the sum is zero and serves as a test of the code. A cutoff region of another shape requires the field of its own wall charge in place of P/(3ε0).

If the site is not cubic, or the dipoles on equivalent positions differ, compute D for each sublattice and use (7) with the sublattice contributions added.

If P varies appreciably over a few lattice constants, as it may at an interface or around a charged defect, the step to (4) fails and the dipoles there must be summed explicitly.

The numerical output that follows lists the lattice sums and the fields of the finite blocks quoted above.

Computed values

```
Near field, spheres of radius up to 10 a
sc: dipoles 4168, shells 85, all shell sums below 1e-11: True
bcc: dipoles 8392, shells 135, all shell sums below 1e-11: True
fcc: dipoles 16756, shells 185, all shell sums below 1e-11: True
Cavity-wall field / (P/(4 pi eps0)): 4.188790
Box 2:2:1, volume integral -3.2296, surfaces -3.2296 (P/(4 pi eps0))
a = 0.400 nm, p = 1.00e-30 C m
P = 0.01562 C/m^2
p/(4 pi eps0 a^3) = 1.4043 x 1e8 V/m
Lorentz field P/(3 eps0) = 5.8823 x 1e8 V/m
One axial neighbour:   +2.8086 x 1e8 V/m
One lateral neighbour: -1.4043 x 1e8 V/m
sc shells, z field in p/(4 pi eps0 a^3)
r^2/a^2 = 1: sites 6, positive +4.0000, negative -4.0000
r^2/a^2 = 2: sites 12, positive +1.4142, negative -1.4142
r^2/a^2 = 3: sites 8, positive +0.0000, negative +0.0000
r^2/a^2 = 4: sites 6, positive +0.5000, negative -0.5000
Body centre, fields along p in 1e8 V/m
plate 81 x 81 x 21 cells: dipole sum -7.7562, E -13.6385, excess 5.8823
cube 41 x 41 x 41 cells: dipole sum +0.0000, E -5.8823, excess 5.8823
needle 21 x 21 x 81 cells: dipole sum +5.1743, E -0.7080, excess 5.8823
Off-centre site: |E_loc - E - P/(3 eps0)| / (P/(3 eps0))
sc: 5.5e-08
bcc: 1.9e-04
fcc: 7.0e-07
bcc plate centre: relative deviation against half-thickness
half-thickness 5.25 a: 7.3e-04
half-thickness 10.25 a: 1.9e-04
half-thickness 20.25 a: 4.9e-05
Near field along p, in p/(4 pi eps0 a^3), for R = 30 a and 40 a
sc body centre: 0.000, 0.000
sc edge midpoint, edge along p: 30.085, 30.083
sc edge midpoint, edge across p: -15.042, -15.041
tetragonal site, c/a = 1.1, p along c: -1.074, -1.077
```
